The 9/5 Lorenz ratio of inelastic cotunnelling in a single-electron transistor

**Result**

A metallic single-electron transistor is a small metal island between two leads, L and R, joined to them by tunnel junctions. Deep in a Coulomb valley, where inelastic cotunnelling carries the current, its thermal conductance K and electrical conductance G obey

K/(G T) = (9/5) L₀,  L₀ = (π²/3)(k/e)²,

to leading order in tunnelling and in temperature over charging energy. K is the lead-to-lead heat conductance at zero charge current. The island electrons have their own temperature, fixed by the condition that the island gains no net heat. Under these conditions the ratio holds for any ratio of the junction conductances G_L and G_R. If phonons fix the island temperature, the ratio can change.

In the algebra ħ = e = 1 and k is kept. Particles are counted, so V = μ_L − μ_R is the energy bias. Each energy ε is measured from the Fermi level of its own electrode. Inside averages energies are in units of kT, and f(ε) = 1/(e^ε + 1).

**1. Simple case: one junction, independent electrons**

An electron crosses from L to R at fixed total energy. The forward and backward rates have the ratio e^a, because f/(1 − f) = e^(−ε) in each electrode. With T_r = T + δT_r and τ_r = δT_r/T, first order gives

a = V/kT + ε(τ_L − τ_R).

If Γ is the equilibrium rate in one direction, the net flow is Γ⟨a⟩ and the heat flow is kTΓ⟨εa⟩. The equilibrium weight f(1 − f) is even, so ⟨ε⟩ = 0 and

G = Γ/kT,  K = kΓ⟨ε²⟩,  K/(GT) = k²⟨ε²⟩.

The Lorenz ratio is thus an energy variance. The even moments needed follow from f(1 − f) = Σ (−1)^(m+1) m e^(−mε) for ε > 0, with m = 1, 2, …:

M_n = ∫εⁿ f(1 − f)dε = 2 n! Σ (−1)^(m+1)/mⁿ,
M₀ = 1,  M₂ = π²/3,  M₄ = 7π⁴/15.

(M₀ is the direct integral of −f′.) Here ⟨ε²⟩ = M₂ = π²/3, which is the ordinary Wiedemann–Franz value L₀.

**2. Two electrons: the amplitude**

In the valley, adding an electron to the island costs E₊ and removing one costs E₋, both much larger than kT. Charge crosses in second order: an electron goes from state 1 in the source to island state 2, and another from island state 3 to state 4 in the drain. At V = 0, energy conservation reads

ε₁ + ε₃ = ε₂ + ε₄,  x = ε₂ − ε₁ = ε₃ − ε₄.

Let X = kT x. If the island is filled first, the intermediate state lies E₊ + X above the initial one. If it is emptied first, the energy is E₋ − X. The two hops act on different orbitals and each contains two fermion operators, so they commute. Both orders therefore reach the same final state with the same sign, and the amplitude is the product of the two tunnelling elements, up to an overall sign, times

A = 1/(E₊ + X) + 1/(E₋ − X).

The relative sign can be checked by diagonalising four orbitals with a charging energy. For E₊ = 0.7, E₋ = 1.3, X = 0.2 and hopping 0.004, the splitting of the two resonant states divided by twice the squared hopping is 2.0201; the formula gives 1/0.9 + 1/1.1 = 2.0202. In the limit E₋ → ∞ one time order survives, as it should.

**3. The rate and the electrical conductance**

A metal island has so many states that 2 and 3 are practically never the same. A single junction obeys G_s = 2π|t_s|²ρρ′, where t_s is its tunnelling element, ρ and ρ′ are the densities of states on its two sides, and spin sums are included. The golden rule for source s and drain d, with A taken at X = 0, becomes

Γ_sd = 2π (G_s/2π)(G_d/2π) A² (kT)³ J,

where J is the integral of f₁(1 − f₂)f₃(1 − f₄) over energies that satisfy conservation.

At fixed x the integrand splits into two pairs. For the first, use

f(ε)[1 − f(ε + x)] = [f(ε) − f(ε + x)]/(1 − e^(−x)).

The integral of the bracket over ε is x, so the pair contributes x/(1 − e^(−x)). The second pair has x replaced by −x and contributes x/(e^x − 1). Their product is

p(x) = x²/[4 sinh²(x/2)].

Since 1/[4 sinh²(x/2)] = Σ m e^(−mx) for x > 0, even moments are

I_n = ∫xⁿ/[4 sinh²(x/2)]dx = 2 n! Σ 1/mⁿ,
I₂ = 2π²/3,  I₄ = 8π⁴/15,  I₆ = 32π⁶/21.

Thus J = I₂. Forward and backward rates again differ by the factor e^(V/kT), so G = Γ/kT with Γ = Γ_LR:

G = (π/3) G_L G_R (kT)² (1/E₊ + 1/E₋)².

As T → 0 this vanishes as T². One factor of kT in Γ comes from each of the three free energies, and the division by kT leaves two.

**4. The energy variance**

To find how much energy an electron takes from the source, fix ε₁ = ε and integrate over the rest. The weight is

P(ε) = f(ε) ∫dx [1 − f(ε + x)] x b(x),  b(x) = 1/(e^x − 1).

Putting everything over a common denominator shows that

b(x)[1 − f(ε + x)] = [1 − f(ε)][b(x) + f(ε + x)].

The remaining integral is ∫x[b(x) + f(ε + x)]dx. Add and subtract the step θ(−x), which makes each part converge:

- ∫x[b(x) + θ(−x)]dx = 2∫₀^∞ x b(x)dx = π²/3, because b(−y) + 1 = −b(y).
- In ∫x[f(ε + x) − θ(−x)]dx, set s = ε + x. Replacing f(s) by the step θ(−s) gives ε²/2, the area of a triangle. The difference f(s) − θ(−s) is odd, so it contributes 2∫₀^∞ s f(s)ds = π²/6.

Therefore

P(ε) = f(1 − f)(ε² + π²)/2.

Its total is (M₂ + π²M₀)/2 = 2π²/3, which agrees with J. The variance is

⟨ε₁²⟩ = (M₄ + π²M₂)/(M₂ + π²M₀)
 = π²(7/15 + 1/3)/(4/3) = 3π²/5.

This is larger than π²/3 by a factor 9/5. The phase space of the other three particles is (1 − f)(ε² + π²)/2, where the single junction has only 1 − f. The extra factor grows with |ε| and so gives electrons far from the Fermi level more weight than they have in the single junction.

Suppose L is heated while I and R stay cold, and count the events that carry charge. By the argument of section 1, the heat leaving L gives 9/5. This is not yet the heat conductance between the leads, since part of the energy may stay on the island and events without charge transfer have been left out.

**5. Where the energy goes**

Introduce the mean energy of each pair:

ε₁ = u − x/2,  ε₂ = u + x/2,
ε₃ = v + x/2,  ε₄ = v − x/2.

At fixed x the weight is a product, so u and v are independent. The weight of u is

f(u − x/2) − f(u + x/2) = ∫ds [−f′(u − s)],  −x/2 < s < x/2,

for x > 0. Hence u is the sum of two independent variables: one with density −f′ and variance π²/3, and one uniform over a width x with variance x²/12. The mean is zero and

⟨u²⟩ at fixed x = π²/3 + x²/12.

The same holds for v, and for negative x. Averaging over p(x), with ⟨x²⟩ = I₄/I₂ = 4π²/5, gives

⟨u²⟩ = ⟨v²⟩ = π²/3 + π²/15 = 2π²/5,
⟨ε₁ε₄⟩ = ⟨x²⟩/4 = π²/5,
⟨ε₁²⟩ = ⟨u²⟩ + ⟨x²⟩/4 = 3π²/5.

The last line recovers section 4 by another route. The energy left on the island is ε₂ − ε₃ = u − v, and ⟨ε₁(u − v)⟩ = ⟨u²⟩ = 2π²/5. One third of the variance is thus correlated with the energy that arrives in R, and two thirds with the energy left on the island.

**6. The heat network**

Now all three electrodes may have different temperatures. The forward-to-backward ratio for an L→R event is e^a with

a = V/kT + ε₁τ_L − (u − v)τ_I − ε₄τ_R.

The signs follow the energy: it leaves L and enters I and R. For V = 0 the heat out of L through charge-carrying events is

kTΓ⟨ε₁a⟩ = kTΓ[(2π²/5)(τ_L − τ_I) + (π²/5)(τ_L − τ_R)].

A conductance GL₀T would carry kTΓ(π²/3)(τ_L − τ_R). In units of GL₀T there is therefore a direct link k_LR = 3/5, and a link of 6/5 from L to the island.

Neutral events must be added. An electron enters the island from L and another returns to L. No charge is transferred, but the heat q = ε₁ − ε₄ = u − v is. The rate is Γ_LL = (G_L/G_R)Γ, because Γ_sd is proportional to G_sG_d. An event and its reverse now belong to the same class, so each pair must be counted once, which gives a factor 1/2:

heat = ½ kTΓ_LL⟨(u − v)²⟩(τ_L − τ_I)
 = kTΓ(G_L/G_R)(2π²/5)(τ_L − τ_I),

where ⟨(u − v)²⟩ = 4π²/5. This is the earlier island link times G_L/G_R. The same argument applies on the right, and the totals are

k_LI = (6/5)(G_L + G_R)/G_R,
k_RI = (6/5)(G_L + G_R)/G_L.

If the island gains no net heat, these two links are in series:

k_LI k_RI/(k_LI + k_RI) = 6/5,

because (G_L + G_R)²/(G_LG_R) appears in both numerator and denominator. Together with the direct link,

K/(GL₀T) = 3/5 + 6/5 = 9/5.

No voltage is needed to hold the current at zero, since ⟨ε₁⟩ = ⟨ε₄⟩ = ⟨u − v⟩ = 0. Without the neutral events each island link would be 6/5, their series value 3/5, and the ratio 6/5. The one-sided count of section 4 gives the right number because its island term, 6/5, equals the series value of the complete links.

The island settles at T_I = (G_LT_L + G_RT_R)/(G_L + G_R). In the limit G_R ≪ G_L it follows L, and the weak junction limits the flow with k_RI → 6/5, so the sum is still 9/5.

As a direct check, the charge and heat currents of all four source–drain combinations were summed over three energies on a grid of step 0.8 kT. They were then differentiated numerically with respect to temperatures and voltage. Solving for zero current and zero island heating gives L/L₀ = 1.8000 both for equal junctions and for G_R/G_L = 0.3. In the second case, with L the hotter lead, the island lies above the mean lead temperature by 0.269 of the lead difference, as ½(1 − 0.3)/(1 + 0.3) requires.

**7. Finite temperature and gate offset**

When A varies with X, the weight of x becomes A²p(x). The distributions of u and v at fixed x do not change. Forward and backward events share the same A, so the linear-response argument survives.

Away from mid-valley ⟨x⟩ need not vanish, and ⟨ε₁⟩ = ⟨ε₄⟩ = −⟨x⟩/2. Zero current, ⟨a⟩ = 0, requires

V = (k⟨x⟩/2)(δT_L − δT_R).

This voltage adds −⟨x⟩²/4 to the heat coefficient and does not heat the island to first order, because ⟨u − v⟩ = 0. The temperature terms add up to ⟨u²⟩ + ⟨x²⟩/4 = π²/3 + ⟨x²⟩/3, so

L/L₀ = 1 + ⟨x²⟩/π² − 3⟨x⟩²/(4π²).

In mid-valley, E₊ = E₋ = E and ⟨x⟩ = 0. With t = kT/E,

A² = (4/E²)/(1 − t²x²)² ≈ (4/E²)(1 + 2t²x²),
⟨x²⟩ ≈ (I₄/I₂)[1 + 2t²(I₆/I₄ − I₄/I₂)].

The inner bracket is 20π²/7 − 4π²/5 = 72π²/35. Hence

L/L₀ ≈ 9/5 + (576π²/175)t² = 1.8 + 32.5 t².

The large coefficient means that kT must be a few per cent of E or less for 9/5 to be accurate. The series is asymptotic: at |X| = E an intermediate state becomes real and sequential tunnelling begins.

For an off-centre gate with E₊ = 60 kT and E₋ = 140 kT, the three-energy sums give L/L₀ = 1.807 and V = −0.0761 k per unit temperature difference. To first order A² is weighted by 1 + 2X(1/E₋ − 1/E₊), so ⟨x⟩/2 ≈ 7.896(1/140 − 1/60) = −0.0752, close to the full value. The sign is as expected: adding an electron is the cheaper route, electrons above the Fermi level are favoured, and μ_L must drop to stop the flow from the hot side.

**8. A copper-island device at 0.1 K**

Take rough typical values: two 50 kΩ junctions, E₊ = E₋ = 0.30 meV, and a copper island of 500 × 100 × 20 nm, with all metals normal. Then kT = 0.00862 meV and t = 0.0287. A convenient measure of tunnelling strength is g = ħ(G_L + G_R)/(2πe²) = 0.0262. For equal junctions of resistance R, section 3 becomes

G = (π²/3)(g/R)(2t)²
 = 3.29 × 0.0262 × 20 µS × 0.00330 = 5.7 nS.

With L₀ = 2.443 × 10⁻⁸ W Ω/K², the floating-island result is

K = 1.8 × L₀ × 5.7 nS × 0.1 K = 25 aW/K,

or about 160 eV/(s K). Integrating numerically over |X| < 0.8E with the full amplitude raises L/L₀ to 1.83 and G by 1.4 %, so K rises by about 3 %.

The assumption that this device breaks is the floating island. Electrons lose power ΣΩ(T_I⁵ − T_ph⁵) to phonons, where Ω is the volume and Σ is roughly 2 × 10⁹ W/(m³K⁵). The linear conductance is 5ΣΩT⁴ = 1000 aW/K, 40 times K, so phonons largely set T_I. What is measured then depends on the heating arrangement. The values below use the leading-order links of section 6; the energy dependence of A at 0.1 K raises each by about 0.03. Per unit temperature difference between the leads:

- With equal junctions and phonons at the mean lead temperature, the island sits at that mean anyway. The heat out of L and into R both remain 1.80 GL₀T.
- With the phonons at the temperature of the cold lead R, the heat out of L is 2.93 GL₀T and that into R is 0.67 GL₀T. Perfect pinning would give 3/5 + 12/5 = 3 and 3/5.
- With phonons at the mean but G_L/G_R = 1.1, the two values are 1.86 and 1.75 GL₀T.

Cooling is not expected to rescue the floating island here. At fixed device parameters K falls as T³ and the phonon link, if the bulk law holds, as T⁴, so equality would need a temperature about 40 times lower. The bulk law is itself uncertain for so small an island, because at 0.1 K the phonons that carry most of the heat have wavelengths of a few tenths of a micrometre, far above the island thickness of 20 nm. Elastic cotunnelling, in which one electron crosses without exciting the island, would by then dominate. Its conductance is estimated by adding the contributions of island levels, spaced by Δ per spin, with random phases. Summing 1/(E + ε)² over levels gives 1/(ΔE) for each time order. For one spin, |t_s|² times the lead density of states is G_sΔ/(4π), so the golden rule, summed over two spins, gives

G_el = G_LG_RΔ(1/E₊ + 1/E₋)/(4π),
G_el/G = 3ΔE/[8π²(kT)²].

A free-electron estimate with 85 electrons per nm³ and a Fermi energy of 7 eV gives Δ = 0.013 kT, so G_el/G = 0.017 at 0.1 K. The random-phase estimate assumes that an electron diffuses across the island within a time of order ħ/E. When diffusion is slower, it is too high for well-separated junctions and can be too low for junctions close together. With a diffusion constant D of roughly 0.01 m²/s and junctions at opposite ends of the 500 nm length l, ħD/l² is only 0.03 meV, well below E, and G_el falls to about a third of the value given (a fifth for half that D, a half for twice that D). The channel has the ordinary ratio L₀ and, for this geometry, lowers L/L₀ by at most about 0.014. At 2.5 mK the ratio G_el/G would be 1600 times larger: about 27, or about 9 with the slow diffusion included. There kT is only about 2Δ, so the continuum formula for G is at its limit and these figures are rough.

Other omissions are smaller or not resolved here. Sequential tunnelling has a conductance of order (1/R)(E/kT)e^(−E/kT), about 10⁻¹⁰ of G. Even with an energy of order E per electron, its heat is about 2 × 10⁻⁸ of K. Higher tunnelling orders are governed by g = 0.026, but their coefficients are not small. To first order, tunnelling lowers the cost of adding or removing an electron by 3 ln 3 · gE, about 9 % of E. This shift does not by itself fix the correction to G, because cotunnelling passes through the charged states off their energy shell. For many-channel junctions, A at X = 0 is the static response of the ground-state energy to a term that changes the island charge by one. To first order in g, in mid-valley and with E the bare charging energy, A grows by the factor 1 + (8/3 + (16/9) ln 4) g = 1 + 5.13 g. This raises G and K by a little over a quarter, so the values above are leading-order estimates with corrections of tens of per cent. A common factor in the amplitude cancels in L/L₀. Cotunnelling events of all kinds occur at 4GkT/e² = 1.2 × 10⁶ per second. If the island electrons relaxed in 10 ns, only 0.012 events would fall within one relaxation time. In so small an island relaxation may take microseconds, and then several events would. They are still shared among about 2kT/Δ ≈ 160 thermal electrons, so a single island temperature remains plausible, but it is an assumption.

All numerical values are calculated from the stated model.
